\section*{Why TR-BDF2 Damps Stiff Modes from Abrupt Dopant Profiles}

\section{The symptom}

Q: I simulate an anneal of a box-shaped dopant profile next to a segregating interface. With the trapezoidal rule, spikes sit at the edges of the box and change sign from step to step. The rule is stable and second order, so where do they come from?

A: They come from how the rule treats fast modes. Take linear diffusion with constant coefficients on cells of width $h$. Let $C_i$ be the concentration, and let $w_i$ be its relative value at segregation equilibrium: $w=1$ in layer A and $w=m$ in layer B. Dopant flows down differences of the activity $u_i=C_i/w_i$:
\begin{equation}
h\frac{dC_i}{dt}=g_{i-1}(u_{i-1}-u_i)-g_i(u_i-u_{i+1}),\qquad g_i>0 .
\end{equation}
The inverse conductance $1/g_i$ is the sum of the half-cell resistances $h/(2D_iw_i)$ and $h/(2D_{i+1}w_{i+1})$, plus $1/k$ at the interface, where $k$ is the transfer coefficient. No flux leaves the ends.

In matrix form $dC/dt=LC$ with $L=-KW^{-1}$, where $W$ is the diagonal matrix of the $w_i$. The matrix $K$ is symmetric, and
\begin{equation}
u^{T}Ku=\frac1h\sum_i g_i(u_i-u_{i+1})^2\ge0 .
\end{equation}
Hence $W^{-1/2}LW^{1/2}=-W^{-1/2}KW^{-1/2}$ is symmetric with eigenvalues $-\lambda\le0$. The modes decay without oscillating and are orthogonal in the norm $\|C\|^2=\sum_i hC_i^2/w_i$. In a uniform layer a wave of wavenumber $\kappa$ has $\lambda=(4D/h^2)\sin^2(\kappa h/2)$, so the cell-to-cell sawtooth has $\lambda=4D/h^2$.

One time step $\Delta t$ should multiply a mode by $e^{-x}$, with $x=\lambda\Delta t$. The trapezoidal rule multiplies it by
\begin{equation}
R_{\rm TR}(-x)=\frac{1-x/2}{1+x/2}\longrightarrow-1\quad(x\to\infty).
\end{equation}
Modes that should vanish almost at once change sign and keep nearly their full size. An abrupt edge contains many of them.

\section{The two stages}

Q: What does TR-BDF2 do to the same modes?

A: It takes a trapezoidal step over $\gamma\Delta t$, reaching $C_\gamma$, and then a backward differentiation step to the end. For the second stage, draw a parabola through $C_n$, $C_\gamma$ and $C_{n+1}$ at scaled times $0,\gamma,1$, and require its slope at time 1 to equal $\Delta t\,LC_{n+1}$:
\begin{equation}
\frac{2-\gamma}{1-\gamma}C_{n+1}-\frac{C_\gamma}{\gamma(1-\gamma)}
+\frac{1-\gamma}{\gamma}C_n=\Delta t\,LC_{n+1}.
\end{equation}
Multiplication by $(1-\gamma)/(2-\gamma)$ gives
\begin{equation}
C_{n+1}=\frac{C_\gamma-(1-\gamma)^2C_n}{\gamma(2-\gamma)}
+\frac{1-\gamma}{2-\gamma}\Delta t\,LC_{n+1}.
\end{equation}
Both stages invert the same matrix if $\gamma/2=(1-\gamma)/(2-\gamma)$, that is, $\gamma^2-4\gamma+2=0$. The root between 0 and 1 is $\gamma=2-\sqrt2$. Define
\begin{equation}
d=\frac{\gamma}{2}=1-\frac1{\sqrt2},\qquad a=\sqrt2-1 .
\end{equation}
For one mode put $z=-x$. The first stage gives $C_\gamma=C_n(1+dz)/(1-dz)$, so
\begin{equation}
R(z)=\frac{(1+dz)-(1-\gamma)^2(1-dz)}{\gamma(2-\gamma)(1-dz)^2}.
\end{equation}
The constant term of the numerator, divided by $\gamma(2-\gamma)$, is 1 because $1-(1-\gamma)^2=\gamma(2-\gamma)$. For the coefficient of $z$, use $(1-\gamma)^2=a^2=3-2\sqrt2$ and $\gamma(2-\gamma)=2a$. Then $1+(1-\gamma)^2=4-2\sqrt2=4d$, and the coefficient is $4d^2/(2a)=2d^2/a=a$, since $2d^2=3-2\sqrt2=a^2$. Thus
\begin{equation}
R(-x)=\frac{1-ax}{(1+dx)^2}.
\end{equation}
The denominator grows as $x^2$ and the numerator as $x$, so $R\to0$ in the stiff limit.

Q: Does the factor at least stay positive?

A: No. It is negative for $x>1/a=1+\sqrt2$. Since $a+2d=1$,
\begin{equation}
\frac{d}{dx}R(-x)=\frac{-a(1+dx)-2d(1-ax)}{(1+dx)^3}
=\frac{adx-1}{(1+dx)^3}.
\end{equation}
The minimum is at $x=1/(ad)\simeq8.24$. There $1-1/d=-(1+\sqrt2)$ and $(1+1/a)^2=(2+\sqrt2)^2=2(1+\sqrt2)^2$, so
\begin{equation}
R_{\min}=-\frac{1}{2(1+\sqrt2)}=-\frac{\sqrt2-1}{2}\simeq-0.207 .
\end{equation}
A mode whose sign is wrongly reversed thus shrinks by a factor of at least 4.8 per step. The method damps oscillations quickly; it does not forbid them.

\section{What happens to an edge}

Q: Can I see this in the profile itself, without modes?

A: Refine the mesh at fixed $\Delta t$, and look at an edge inside a uniform layer, far from boundaries. Then $z$ becomes $\Delta t\,D\,\partial_s^2$, where $s$ is the distance from the edge. The trapezoidal factor splits as
\begin{equation}
R_{\rm TR}=-1+\frac{2}{1-z/2}.
\end{equation}
The operator $P=(1-\ell^2\partial_s^2)^{-1}$ is convolution with $e^{-|s|/\ell}/(2\ell)$, whose Fourier transform is $1/(1+\ell^2\kappa^2)$. It turns a jump into a continuous profile. With $\ell^2=D\Delta t/2$, the product $(-1+2P)^n$ is $(-1)^n$ plus terms containing at least one $P$. The original jump therefore survives $n$ steps at full height with sign $(-1)^n$. Refining the mesh does not remove it.

For TR-BDF2, $a/d=\sqrt2$ and $1+az=-\sqrt2(1-dz)+(1+\sqrt2)$, so
\begin{equation}
R=-\sqrt2\,P+(1+\sqrt2)P^2,\qquad \ell^2=dD\Delta t .
\end{equation}
There is no multiple of the identity, so no jump survives even one step. That is the meaning of a zero stiff limit in space.

Q: Then why do I still see a small kink after the first TR-BDF2 step?

A: The coefficient of $P$ is negative and large enough to cause it. Convolving the kernel of $P$ with itself gives, for $s>0$,
\begin{equation}
\frac{1}{4\ell^2}\left(s+\frac{\ell}{2}+\frac{\ell}{2}\right)e^{-s/\ell}
=\frac{1+s/\ell}{4\ell}e^{-s/\ell},
\end{equation}
where $s$ comes from the interval between the two centres and each $\ell/2$ from an outer tail. The slope after one step, for a unit upward jump, is the combined kernel. At the edge it is
\begin{equation}
K_1(0)=\frac1\ell\left(-\frac{\sqrt2}{2}+\frac{1+\sqrt2}{4}\right)
=\frac{1-\sqrt2}{4\sqrt{dD\Delta t}}<0 .
\end{equation}
The slope is reversed where $1+|s|/\ell<2\sqrt2/(1+\sqrt2)=4-2\sqrt2$, or $|s|<(3-2\sqrt2)\ell\simeq0.17\,\ell$. This width is set by the time step, not by the mesh. After two steps the slope at the edge is $\int R^2\,d\kappa/(2\pi)$, which is positive because $R^2\ge0$.

\section{Accuracy for abrupt data}

Q: Does the strong damping cost second-order accuracy?

A: No, but the zero limit does not supply that accuracy either. It comes from the small-$z$ expansion:
\begin{align}
R(z)&=(1+az)(1+2dz+3d^2z^2+4d^3z^3+\cdots)\nonumber\\
&=1+(a+2d)z+(3d^2+2ad)z^2+(4d^3+3ad^2)z^3+\cdots .
\end{align}
With $a=1-2d$ and $d^2=2d-\tfrac12$, the coefficients are $1$, then $2d-d^2=\tfrac12$, then $3d^2-2d^3=\tfrac12-d$. The first two match $e^z$. The third exceeds $\tfrac16$ by
\begin{equation}
c=\frac13-d=\frac1{\sqrt2}-\frac23\simeq0.0404 .
\end{equation}

Q: That is an expansion for small $x$. My edge contains modes with $x$ above 100.

A: So the error must be bounded for every $x\ge0$. First take $0\le x\le1$ and define
\begin{equation}
G(x)=e^{-x}(1+dx)^2-(1-ax)=(1+dx)^2\left[e^{-x}-R(-x)\right].
\end{equation}
Here $G(0)=0$, $G'(0)=-1+2d+a=0$ and $G''(0)=1-4d+2d^2=0$. With $\sigma=1+dx$,
\begin{equation}
G'''(x)=e^{-x}\left(-\sigma^2+6d\sigma-6d^2\right).
\end{equation}
The bracket decreases with $\sigma$, because its derivative $6d-2\sigma$ is negative for $\sigma\ge1$. It falls from $-1+6d-6d^2=2-6d=6c$ at $x=0$ to about $0.086$ at $x=1$. Therefore $0\le G'''\le6c$. Integrating three times and dividing by $\sigma^2\ge1$ gives
\begin{equation}
0\le e^{-x}-R(-x)\le cx^3 .
\end{equation}
On this interval $0<R\le e^{-x}$. The identity $A^n-B^n=(A-B)\sum_{j=0}^{n-1}A^jB^{n-1-j}$ then yields, for $n\ge2$,
\begin{equation}
|R^n-e^{-nx}|\le n c x^3e^{-(n-1)x}\le\frac{27c}{e^3}\frac{n}{(n-1)^3},
\end{equation}
since $x^3e^{-(n-1)x}$ is largest at $x=3/(n-1)$.

For $x\ge1$, $R$ falls from $R(-1)\simeq0.350$ to $-0.207$ and then rises towards zero. Thus $|R|<e^{-1}$, and the difference is at most $2e^{-n}$. Because the modes are orthogonal, the larger of the two bounds limits the error in $\|C\|$, relative to the initial $\|C\|$. It contains no $h$. At fixed final time it falls as $1/n^2$, hence as $\Delta t^2$, even for an abrupt profile.

For the trapezoidal rule the supremum of the modal error over all $x\ge0$ remains 1 for every $n$, because $|R_{\rm TR}|^n\to1$ as $x\to\infty$.

Q: Is a limit of exactly zero necessary?

A: No. Consider a two-stage implicit method with slopes $k_1=L(C_n+0.3\Delta t\,k_1)$ and $k_2=L(C_n+0.4\Delta t\,k_1+0.3\Delta t\,k_2)$, and $C_{n+1}=C_n+\tfrac12\Delta t(k_1+k_2)$. It is second order for this linear problem, since the weights sum to 1 and the mean stage time is $(0.3+0.7)/2=\tfrac12$. In the stiff limit each bracket must vanish. For $C_n=1$ this gives $\Delta t\,k_1=-10/3$ and $\Delta t\,k_2=(-1+4/3)/0.3=10/9$, so $R(-\infty)=1-5/3+5/9=-1/9$. Each step reverses a jump and reduces it to one ninth of its height, so it soon disappears.

Backward Euler shows the converse. Its factor $1/(1+x)$ also tends to zero, but its expansion $1-x+x^2-\cdots$ has the wrong quadratic term, so it is first order.

\section{A segregating box}

Q: How large are these effects in an anneal?

A: Take round model parameters in nm and s. Layer A spans 0--60 nm with $D=1$ nm$^2$/s; layer B spans 60--100 nm with $D=0.25$ nm$^2$/s. The equilibrium ratio $C_B/C_A$ is $m=3$, and $k=100$ nm/s. Dopant at relative concentration 1 fills 20--60 nm. The anneal lasts 100 s, with $h=0.5$ nm and $\Delta t=10$ s. The reference is the matrix exponential on the same grid, so the errors below are time errors; spatial error is not measured.

The estimate $4D/h^2=16$ s$^{-1}$ gives $x=160$ for the fastest mode, and
\begin{align}
R_{\rm TR}&\simeq\frac{1-80}{1+80}=-0.975,\\
R&\simeq\frac{1-0.4142\times160}{(1+0.2929\times160)^2}\simeq-0.0285 .
\end{align}
After ten steps the trapezoidal rule retains 0.78 of this mode, whereas TR-BDF2 retains about $4\times10^{-16}$.

The two cells adjoining the 20 nm edge should hold 0.493 and 0.506. TR-BDF2 agrees to about $10^{-5}$. The trapezoidal rule gives 0.253 and 0.746: a remnant of the initial jump, upright because ten is even. Each TR-BDF2 step needs two linear solves, so a fair comparison gives the trapezoidal rule 20 steps of 5 s. As a measure of grid-scale error, take one quarter of the largest second difference of the activity error near the edge; it also responds to smooth curvature. It is 0.064 for those 20 steps and $1.1\times10^{-7}$ for ten TR-BDF2 steps.

The first-step kink is present too. The small-$h$ estimate of the difference across the edge is $hK_1(0)=-0.5\times0.1913/\sqrt{10}\simeq-0.030$; the grid gives $-0.026$. After the second step the difference is $+0.039$.

Q: Does the interface suffer as well?

A: Yes. The reference ratio between the cells on its two sides is 2.85. It differs from 3 because the cell centres lie off the interface and dopant is still crossing it. TR-BDF2 gives 2.85 and the ten-step trapezoidal run 1.40. The split $-1+2(1-\Delta tL/2)^{-1}$ holds for the full $L$, so here too a remnant of the initial state persists, with dopant in A and none in B.

Q: And the convergence?

A: Relative to the initial norm, the TR-BDF2 error for 10, 20 and 40 steps is $8.8\times10^{-5}$, $2.2\times10^{-5}$ and $5.4\times10^{-6}$, with observed order 2.01 for the last pair. At ten steps the bound is $7.5\times10^{-4}$. Backward Euler has error $7.2\times10^{-3}$ at ten steps and order 0.99.

The trapezoidal errors, $5.1\times10^{-2}$, $1.5\times10^{-2}$ and $4.7\times10^{-4}$, give an apparent order of 5 for the last pair. This is not high accuracy. For large $x$, $|R_{\rm TR}|\simeq e^{-4/x}$, and with total time $T=n\Delta t$ the sawtooth retains
\begin{equation}
|R_{\rm TR}|^n\simeq\exp\left(-\frac{4n^2}{\lambda T}\right)
=\exp\left(-\frac{n^2h^2}{DT}\right).
\end{equation}
This is 0.78, 0.37 and 0.02 for the three runs, so the last refinement mainly removes stiff remnants. To suppress them, $n$ must exceed $\sqrt{DT}/h=20$ by a fair factor, and this number grows as the mesh is refined.

Q: When should I not rely on the argument?

A: It needs a constant $L$ with real, nonpositive eigenvalues and with modes that are orthogonal in the norm used to measure the error. Concentration-dependent diffusion requires a separate analysis, and oscillations produced by the spatial treatment of drift are a different error. Nor does the argument guarantee nonnegative concentrations. Nonnegative modal factors are a different condition, which would require $\Delta t\le0.151$ s here, against 0.125 s for the trapezoidal rule. If a single reversed slope is harmful, for instance in a reaction rate evaluated after the first step, backward Euler for that step avoids it at such an edge: its kernel is that of $P$, which is positive. The numerical output lists the values behind these comparisons.

\section*{Numbers as computed}
\begin{verbatim}
Layers A 0-60 nm, B to 100 nm; box from 20 nm
D_A, D_B = 1.0, 0.25 nm^2/s; ratio 3.0; transfer 100.0 nm/s
h = 0.5 nm, dt = 10.0 s, anneal = 100.0 s
D_A dt/h^2 = 40.0; fastest rate = 15.9973 1/s
x of fastest mode = 159.97
gamma = 0.585786, d = 0.292893, a = 0.414214, c = 0.040440
Minimum of R = -0.20711 at x = 8.241; R<0 beyond x = 2.4142
dt for R>=0 in all modes: TR 0.1250 s, TR-BDF2 0.1509 s
Fastest-mode factor TR: one step -0.97530, ten steps 7.788e-01
Fastest-mode factor SDIRK: one step -0.13286, ten steps 1.714e-09
Fastest-mode factor BE: one step 0.00621, ten steps 8.560e-23
Fastest-mode factor TR-BDF2: one step -0.02850, ten steps 3.533e-16
Surviving jump h->0 TR: 1 step -1.0000, 2 steps 1.0000
Surviving jump h->0 SDIRK: 1 step -0.1112, 2 steps 0.0123
Surviving jump h->0 BE: 1 step 0.0000, 2 steps -0.0000
Surviving jump h->0 TR-BDF2: 1 step -0.0000, 2 steps -0.0000
Edge kernel*sqrt(D dt), steps 1,2,3: -0.19134 0.24088 0.15452
TR-BDF2 edge difference after 1, 2 steps: -0.02629, 0.03876
n=5: sup error 2.313e-03, times n^2 0.05782, bound 1.348e-02
n=10: sup error 5.596e-04, times n^2 0.05596, bound 7.457e-04
n=20: sup error 1.378e-04, times n^2 0.05513, bound 1.585e-04
n=200: sup error 1.361e-06, times n^2 0.05444, bound 1.380e-06
Limit constant 27c/e^3 = 0.05436; TR sup, n=10: 1.00000
Relative concentration at 100 s in four cells around 20 nm:
  exact in time: 0.47924 0.49277 0.50631 0.51983
  TR: 0.43937 0.25312 0.74595 0.55969
  TR-BDF2: 0.47925 0.49277 0.50630 0.51982
Sawtooth amplitude (edge, interface) and relative error at 100 s:
  TR: 1.698e-01, 1.346e-01, 5.061e-02
  TR half step: 6.442e-02, 3.504e-02, 1.469e-02
  BE: 3.528e-06, 2.898e-05, 7.155e-03
  SDIRK: 1.171e-07, 6.117e-07, 9.445e-05
  TR-BDF2: 1.122e-07, 5.817e-07, 8.816e-05
Interface cell ratio C_B/C_A: exact in time 2.8545, TR 1.3985, TR-BDF2 2.8546
Error TR-BDF2, n=10,20,40: 8.816e-05 2.175e-05 5.398e-06 ; last order 2.011
Error BE, n=10,20,40: 7.155e-03 3.604e-03 1.809e-03 ; last order 0.994
Error TR, n=10,20,40: 5.061e-02 1.469e-02 4.738e-04 ; last order 4.954
\end{verbatim}
